# Kramers' Bound-Free Cross Section and the Gaunt Factor at the Lyman Edge: verification in Python

```python
"""Kramers' bound-free cross section of a hydrogenic level, tested.

Result under test (atomic units, c = 1/alpha):
    sigma_K = 8 pi Z^4 / (3 sqrt(3) c n^5 omega^3)
    at the edge omega = Z^2/(2 n^2): 64 pi alpha a0^2 n/(3 sqrt(3) Z^2)
    quantum 1s edge / Kramers edge = 8 pi sqrt(3)/e^4
Z: nuclear charge; n: principal quantum number; omega: photon energy;
g: Gaunt factor, quantum cross section (averaged over l, m) over sigma_K.
The nucleus is fixed, the electron non-relativistic, the field dipolar.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_ivp
from scipy.special import airy, eval_genlaguerre, gammaln, jv, loggamma

alpha = const.fine_structure
bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
area_Mb = bohr**2 / 1e-22          # one megabarn is 1e-22 m^2


def kramers(n, Z, omega):
    """Kramers cross section in Mb; omega in hartree."""
    return (8*np.pi*alpha*Z**4 / (3*np.sqrt(3)*n**5*omega**3)) * area_Mb


# ---------- classical radiation ----------
def parabola_transforms(s):
    """Integrals of exp(i s(t+t^3/3)) and t times it, on a shifted line."""
    t = np.linspace(-12, 12, 24001) + 0.5j
    wave = np.exp(1j*s*(t + t**3/3))
    step = (t[1] - t[0]).real
    return np.sum(wave)*step, np.sum(t*wave)*step


def classical_gaunt(nu):
    """Emission of complete hyperbolic orbits over the Kramers constant.

    nu = omega Z/v^3. The path of integration is moved into the upper
    half plane, where the velocity transforms converge exponentially.
    """
    shift = min(1.0, 1.5/nu**(1/3))
    xi = np.linspace(-4, 4, 8001) + 1j*shift
    step = (xi[1] - xi[0]).real
    sh, ch = np.sinh(xi), np.cosh(xi)
    eccentricity = 1 + np.linspace(0, 10, 201)/nu**(2/3)
    values = []
    for ecc in eccentricity:
        wave = np.exp(1j*nu*(ecc*sh - xi))
        vx = np.sum(sh*wave)*step
        vy = np.sum(ch*wave)*step
        values.append(ecc*(abs(vx)**2 + (ecc**2 - 1)*abs(vy)**2))
    return np.sqrt(3)/(4*np.pi)*nu**2*simpson(values, x=eccentricity)


# ---------- quantum radial functions ----------
def bound_wave(n, l, Z, r):
    rho = 2*Z*r/n
    log_norm = 0.5*(np.log(Z) + gammaln(n - l) - gammaln(n + l + 1))
    envelope = np.exp(log_norm - np.log(n) - rho/2 + (l + 1)*np.log(rho))
    return envelope*eval_genlaguerre(n - l - 1, 2*l + 1, rho)


def free_wave(l, energy, Z, r):
    """Regular Coulomb wave normalized per unit energy (hartree)."""
    if energy == 0:
        return np.sqrt(2*r)*jv(2*l + 1, np.sqrt(8*Z*r))
    k = np.sqrt(2*energy)
    eta = -Z/k
    log_c = (l*np.log(2) - np.pi*eta/2
             + loggamma(l + 1 + 1j*eta).real - gammaln(2*l + 2))
    norm = np.sqrt(2/(np.pi*k))*np.exp(log_c + (l + 1)*np.log(k))
    coef = [1.0, -2*Z/(2*l + 2)]
    for j in range(2, 80):
        coef.append((-2*Z*coef[-1] - k*k*coef[-2])/(j*(j + 2*l + 1)))
    coef = np.array(coef)
    slope_coef = coef*(np.arange(80) + l + 1)
    start = min((l + 1)**2/(4*Z), (l + 1)/k)
    wave = np.empty_like(r)
    inner = r <= start
    wave[inner] = (norm*r[inner]**(l + 1)
                   * np.polynomial.polynomial.polyval(r[inner], coef))
    y0 = norm*start**(l + 1)*np.polynomial.polynomial.polyval(start, coef)
    dy0 = norm*start**l*np.polynomial.polynomial.polyval(start, slope_coef)

    def radial_equation(x, y):
        return [y[1], (l*(l + 1)/x**2 - 2*Z/x - k*k)*y[0]]

    solution = solve_ivp(radial_equation, (start, r[-1]), [y0, dy0],
                         method="DOP853", t_eval=r[~inner],
                         rtol=1e-9, atol=1e-11)
    assert solution.success
    wave[~inner] = solution.y[0]
    return wave


def radial_grid(n, Z):
    root = np.linspace(1e-5, np.sqrt(4*n*n + 40*n), 12001)
    return root, root**2/Z, 2*root/Z


def quantum_sigma(n, Z, energy):
    """Cross section in Mb, averaged over all n^2 orbital states."""
    root, r, jacobian = radial_grid(n, Z)
    free = [free_wave(l, energy, Z, r) for l in range(n + 1)]
    total = 0.0
    for l in range(n):
        weighted = bound_wave(n, l, Z, r)*r*jacobian
        total += (l + 1)*simpson(weighted*free[l + 1], x=root)**2
        if l > 0:
            total += l*simpson(weighted*free[l - 1], x=root)**2
    omega = energy + Z*Z/(2*n*n)
    return 4*np.pi**2*alpha*omega/(3*n*n)*total*area_Mb


def gaunt(n, Z, energy):
    return quantum_sigma(n, Z, energy)/kramers(n, Z, energy + Z*Z/(2*n*n))


# ---------- tests of the classical part ----------
for s in (0.3, 1.0, 3.0):
    ai, aip, _, _ = airy(s**(2/3))
    first, second = parabola_transforms(s)
    assert abs(first - 2*np.pi*s**(-1/3)*ai) < 1e-8
    assert abs(second + 2j*np.pi*s**(-2/3)*aip) < 1e-8
airy_integral = quad(lambda x: x*airy(x)[0]**2 + airy(x)[1]**2, 0, 15)[0]
assert abs(airy_integral - 1/(2*np.pi*np.sqrt(3))) < 1e-8
g_classical = {nu: classical_gaunt(nu) for nu in (10, 100, 1000)}
deviations = [abs(g - 1) for g in g_classical.values()]
assert deviations[0] > deviations[1] > deviations[2]
assert deviations[2] < 0.005       # finite-speed correction remains

# ---------- tests of the continuum waves ----------
k_small = 0.02
for r in (1.0, 2.0, 4.0):
    library = float(mp.sqrt(2/(mp.pi*k_small))
                    * mp.coulombf(1, -1/k_small, k_small*r))
    zero_energy = free_wave(1, 0, 1, np.array([r]))[0]
    assert abs(library - zero_energy) < 2e-3   # energy is small, not zero
r_test = np.array([1.0, 10.0, 50.0])
numerical = free_wave(3, 0.005, 1, r_test)
for r, value in zip(r_test, numerical):
    library = float(mp.sqrt(2/(mp.pi*0.1))*mp.coulombf(3, -10, 0.1*r))
    assert abs(value - library) < 1e-6

# ---------- tests of the Lyman edge ----------
root, r, jacobian = radial_grid(1, 1)
R_edge = simpson(bound_wave(1, 0, 1, r)*r*free_wave(1, 0, 1, r)*jacobian,
                 x=root)
assert abs(R_edge - 16*np.exp(-2)) < 1e-7
g_lyman = 8*np.pi*np.sqrt(3)/np.exp(4)
assert abs(gaunt(1, 1, 0) - g_lyman) < 1e-6

# ---------- tests of Kramers' law against quantum mechanics ----------
levels = (1, 2, 3, 5, 10, 20, 40)
g_edge = {n: gaunt(n, 1, 0) for n in levels}
assert all(g_edge[a] < g_edge[b] < 1 for a, b in zip(levels, levels[1:]))
assert 1 - g_edge[40] < 0.02
# the next order in the expansion still contributes a few per cent
shrink = (1 - g_edge[40])/(1 - g_edge[10])
assert abs(shrink/4**(-2/3) - 1) < 0.06
assert abs(gaunt(10, 3, 0) - g_edge[10]) < 1e-6
ratios = (1.5, 2.0, 4.0)
g_above = {q: gaunt(10, 1, (q - 1)/200) for q in ratios}
assert all(abs(g - 1) < 0.05 for g in g_above.values())
g_fast = gaunt(1, 1, 50.0)
assert g_fast < 0.7                # Kramers' law fails for v = 10 Z

# ---------- SI coefficient from two sets of constants ----------
coefficient = (8*np.pi*alpha*bohr**2/(3*np.sqrt(3))
               * (hartree/const.h)**3)
e_squared = const.e**2/(4*np.pi*const.epsilon_0)
coefficient_SI = (64*np.pi**4*const.m_e*e_squared**5
                  / (3*np.sqrt(3)*const.c*const.h**6))
assert abs(coefficient/coefficient_SI - 1) < 1e-7
edge_constant = 64*np.pi*alpha*area_Mb/(3*np.sqrt(3))
assert abs(kramers(3, 2, 4/18)/(edge_constant*3/4) - 1) < 1e-12

# ---------- printed numbers ----------
print(f"fine-structure constant alpha = {alpha:.7f} (dimensionless)")
print(f"Bohr radius squared = {area_Mb:.4f} Mb")
print(f"alpha a0^2 = {alpha*area_Mb:.6f} Mb")
print(f"64 pi/(3 sqrt 3) = {64*np.pi/(3*np.sqrt(3)):.4f} (dimensionless)")
print(f"Kramers coefficient of Z^4/(n^5 nu^3) = {coefficient:.4e} m^2 Hz^3")
print(f"Kramers edge constant = {edge_constant:.4f} Mb")
print(f"Kramers edge constant = {edge_constant*1e-22:.4e} m^2")
print(f"Airy integral, quadrature = {airy_integral:.7f} (dimensionless)")
for nu, value in g_classical.items():
    print(f"classical emission/Kramers, omega Z/v^3={nu}: {value:.5f}")
print(f"1s edge radial integral, Z=1 = {R_edge:.6f} a.u.")
print(f"Lyman-edge Gaunt factor, closed form = {g_lyman:.5f}")
for n, Z in ((1, 1), (2, 1), (3, 1), (1, 2)):
    frequency = Z*Z/(2*n*n)*hartree/const.h
    label = "H" if Z == 1 else "He+"
    print(f"{label} n={n} edge frequency = {frequency:.5e} Hz")
    print(f"{label} n={n} Kramers = {kramers(n, Z, Z*Z/(2*n*n)):.4f} Mb")
    print(f"{label} n={n} quantum = {quantum_sigma(n, Z, 0):.4f} Mb")
for n in levels:
    scaled = (1 - g_edge[n])*n**(2/3)
    print(f"edge n={n}: g = {g_edge[n]:.5f}, (1-g)n^(2/3) = {scaled:.4f}")
for q in ratios:
    print(f"H n=10, nu/nu_edge={q}: g = {g_above[q]:.5f},"
          f" Kramers = {kramers(10, 1, q/200):.4f} Mb")
print(f"H 1s, outgoing speed 10 a.u.: g = {g_fast:.4f}")
for n in (1, 10):
    print(f"angular-momentum scale (4n^2)^(1/3), n={n}:"
          f" {(4*n*n)**(1/3):.3f} hbar")
print("OK")
```

Printed output:

```
fine-structure constant alpha = 0.0072974 (dimensionless)
Bohr radius squared = 28.0029 Mb
alpha a0^2 = 0.204347 Mb
64 pi/(3 sqrt 3) = 38.6944 (dimensionless)
Kramers coefficient of Z^4/(n^5 nu^3) = 2.8154e+25 m^2 Hz^3
Kramers edge constant = 7.9071 Mb
Kramers edge constant = 7.9071e-22 m^2
Airy integral, quadrature = 0.0918881 (dimensionless)
classical emission/Kramers, omega Z/v^3=10: 1.04625
classical emission/Kramers, omega Z/v^3=100: 1.01008
classical emission/Kramers, omega Z/v^3=1000: 1.00218
1s edge radial integral, Z=1 = 2.165365 a.u.
Lyman-edge Gaunt factor, closed form = 0.79730
H n=1 edge frequency = 3.28984e+15 Hz
H n=1 Kramers = 7.9071 Mb
H n=1 quantum = 6.3043 Mb
H n=2 edge frequency = 8.22460e+14 Hz
H n=2 Kramers = 15.8141 Mb
H n=2 quantum = 13.8561 Mb
H n=3 edge frequency = 3.65538e+14 Hz
H n=3 Kramers = 23.7212 Mb
H n=3 quantum = 21.5272 Mb
He+ n=1 edge frequency = 1.31594e+16 Hz
He+ n=1 Kramers = 1.9768 Mb
He+ n=1 quantum = 1.5761 Mb
edge n=1: g = 0.79730, (1-g)n^(2/3) = 0.2027
edge n=2: g = 0.87619, (1-g)n^(2/3) = 0.1965
edge n=3: g = 0.90751, (1-g)n^(2/3) = 0.1924
edge n=5: g = 0.93582, (1-g)n^(2/3) = 0.1877
edge n=10: g = 0.96064, (1-g)n^(2/3) = 0.1827
edge n=20: g = 0.97567, (1-g)n^(2/3) = 0.1792
edge n=40: g = 0.98487, (1-g)n^(2/3) = 0.1769
H n=10, nu/nu_edge=1.5: g = 0.98331, Kramers = 23.4284 Mb
H n=10, nu/nu_edge=2.0: g = 0.99698, Kramers = 9.8838 Mb
H n=10, nu/nu_edge=4.0: g = 1.02422, Kramers = 1.2355 Mb
H 1s, outgoing speed 10 a.u.: g = 0.5129
angular-momentum scale (4n^2)^(1/3), n=1: 1.587 hbar
angular-momentum scale (4n^2)^(1/3), n=10: 7.368 hbar
OK
```
